# Reduced matrix elements of U^k and V^(1k) from parentage coefficients: a program that tests the result

```python
"""Reduced matrix elements in the shell l^N from coefficients of fractional parentage.

Result under test, with [x] = 2x+1, c and c' the parentage coefficients of bra and
ket, and Lb, Sb the quantum numbers of a parent term in l^(N-1):
 <SL||U^k||S'L'>    = delta(S,S') N sqrt([L][L'])
                      * sum_parents c c' (-1)^(Lb+l+L+k) {l L Lb; L' l k}
 <SL||V^(1k)||S'L'> = N sqrt(3/2) sqrt([S][S'][L][L'])
                      * sum_parents c c' (-1)^(Sb+1/2+S+1+Lb+l+L+k)
                      * {1/2 S Sb; S' 1/2 1} {l L Lb; L' l k}
U^k = sum_i u^k(i) with <l||u^k||l> = 1, and V^(1k) = sum_i s(i) u^k(i).
The reference values come from explicit N-electron determinants.
All quantities are dimensionless (angular momenta in units of hbar).
"""
from functools import lru_cache
from itertools import combinations, product
from types import SimpleNamespace
import numpy as np
from scipy.linalg import null_space
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

TOL = 1e-9


def exact(x):
    return Rational(int(round(2 * x)), 2)


def sign(n):
    return 1 - 2 * (int(round(n)) % 2)


def projections(j):
    return [j - i for i in range(int(round(2 * j)) + 1)]


@lru_cache(None)
def threej(a, b, c, ma, mb, mc):
    if abs(ma + mb + mc) > 1e-9 or abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    if c > a + b or c < abs(a - b):
        return 0.0
    return float(wigner_3j(*[exact(x) for x in (a, b, c, ma, mb, mc)]))


@lru_cache(None)
def sixj(a, b, c, d, e, f):
    return float(wigner_6j(*[exact(x) for x in (a, b, c, d, e, f)]))


def clebsch(j1, m1, j2, m2, J, M):
    return sign(j1 - j2 + M) * np.sqrt(2 * J + 1) * threej(j1, j2, J, m1, m2, -M)


@lru_cache(None)
def we_factor(J, k, Jp, q):
    """Wigner-Eckart factors (-1)^(J-M) (J k J'; -M q M') for all M, M'."""
    return np.array([[sign(J - M) * threej(J, k, Jp, -M, q, Mp)
                      for Mp in projections(Jp)] for M in projections(J)])


# ---------- the 3j-6j identity and the recoupling lemma, by explicit sums ----------
def check_identity(j1, j2, j3, l1, l2, l3):
    for m1, m2 in product(projections(j1), projections(j2)):
        m3 = -m1 - m2
        if abs(m3) > j3:
            continue
        total = 0.0
        for a, b, c in product(projections(l1), projections(l2), projections(l3)):
            term = (threej(j1, l2, l3, m1, b, -c) * threej(l1, j2, l3, -a, m2, c)
                    * threej(l1, l2, j3, a, -b, m3))
            if term != 0.0:
                total += sign(l1 + l2 + l3 + a + b + c) * term
        right = threej(j1, j2, j3, m1, m2, m3) * sixj(j1, j2, j3, l1, l2, l3)
        assert abs(total - right) < TOL


def check_lemma(j1, j2, j2p, k, J, Jp):
    """Operator of rank k on the second part only, with <j2||T||j2'> = 1."""
    def coupling(j, Jtot):
        return np.array([[[clebsch(j1, m1, j, m, Jtot, M) for M in projections(Jtot)]
                          for m in projections(j)] for m1 in projections(j1)])
    bra, ket = coupling(j2, J), coupling(j2p, Jp)
    formula = (sign(j1 + j2p + J + k) * np.sqrt((2 * J + 1) * (2 * Jp + 1))
               * sixj(j2, J, j1, Jp, j2p, k))
    for q in projections(k):
        element = np.einsum('abM,bc,acN->MN', bra, we_factor(j2, k, j2p, q), ket)
        assert np.allclose(element, formula * we_factor(J, k, Jp, q), atol=TOL)
    return formula


check_identity(2, 1, 2, 1, 2, 1)
check_identity(1.5, 1, 0.5, 1, 0.5, 1)
lemma_values = [check_lemma(1, 1.5, 0.5, 1, 1.5, 0.5), check_lemma(2, 1, 2, 2, 3, 1),
                check_lemma(1.5, 1, 1, 2, 2.5, 0.5), check_lemma(2, 2, 2, 3, 3, 1)]
assert max(abs(v) for v in lemma_values) > 0.1


# ---------- determinants, operators and LS terms ----------
def angular_matrices(j):
    m = np.array(projections(j), dtype=float)
    raising = np.zeros((len(m), len(m)))
    for i in range(len(m) - 1):
        raising[i, i + 1] = np.sqrt(j * (j + 1) - m[i + 1] * (m[i + 1] + 1))
    return np.diag(m), raising, raising.T


SZ, SP, SM = angular_matrices(0.5)
SPIN = {1: -SP / np.sqrt(2), 0: SZ, -1: SM / np.sqrt(2)}   # spherical components


def one_body(h, dets, index):
    """Matrix of sum_i h(i): replace one orbital at a time, then sort with parity."""
    matrix = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for place, old in enumerate(det):
            for new in np.nonzero(h[:, old])[0]:
                trial = list(det)
                trial[place] = int(new)
                if len(set(trial)) < len(trial):
                    continue
                swaps = sum(x > y for x, y in combinations(trial, 2))
                matrix[index[tuple(sorted(trial))], col] += sign(swaps) * h[new, old]
    return matrix


def build_shell(l, N):
    """All LS terms of l^N with all their components (M_L, M_S)."""
    dets = list(combinations(range(2 * (2 * l + 1)), N))
    index = {d: i for i, d in enumerate(dets)}
    lz, lp, lm = angular_matrices(l)
    one_l, one_s = np.eye(2 * l + 1), np.eye(2)
    Lz, Lp, Lm = [one_body(np.kron(x, one_s), dets, index) for x in (lz, lp, lm)]
    Sz, Sp, Sm = [one_body(np.kron(one_l, x), dets, index) for x in (SZ, SP, SM)]
    ML, MS = np.diag(Lz), np.diag(Sz)
    terms = []
    for L in range(l * N, -1, -1):
        for S in [N / 2 - i for i in range(N // 2 + 1)]:
            keep = np.where((abs(ML - L) < 1e-9) & (abs(MS - S) < 1e-9))[0]
            if len(keep) == 0:
                continue
            kernel = null_space(np.vstack([Lp[:, keep], Sp[:, keep]]), rcond=1e-10)
            for vec in kernel.T:
                first = vec[np.where(abs(vec) > 1e-8)[0][0]]
                comp = np.zeros((len(dets), 2 * L + 1, int(2 * S) + 1))
                comp[keep, 0, 0] = vec * np.sign(first)
                for i in range(2 * L + 1):
                    if i > 0:
                        M = L - i + 1
                        comp[:, i, 0] = (Lm @ comp[:, i - 1, 0]
                                         / np.sqrt(L * (L + 1) - M * (M - 1)))
                    for j in range(1, int(2 * S) + 1):
                        M = S - j + 1
                        comp[:, i, j] = (Sm @ comp[:, i, j - 1]
                                         / np.sqrt(S * (S + 1) - M * (M - 1)))
                name = str(int(2 * S) + 1) + "SPDFGHIKLM"[L]
                terms.append(SimpleNamespace(L=L, S=S, comp=comp, name=name))
    assert sum((2 * t.L + 1) * (2 * t.S + 1) for t in terms) == len(dets)
    return SimpleNamespace(l=l, N=N, dets=dets, index=index, terms=terms)


def add_parentage(shell, parent_shell):
    """Coefficients from the overlap of each state with parent x last electron."""
    l, N = shell.l, shell.N
    strip = np.zeros((len(parent_shell.dets), 2 * (2 * l + 1), len(shell.dets)))
    for col, det in enumerate(shell.dets):
        for place, orb in enumerate(det):
            rest = det[:place] + det[place + 1:]
            strip[parent_shell.index[rest], orb, col] = sign(N - 1 - place) / np.sqrt(N)

    def overlap(term, par, i, j):
        amplitude = strip @ term.comp[:, i, j]
        ML, MS, total = term.L - i, term.S - j, 0.0
        for a, Mb in enumerate(projections(par.L)):
            for b, Msb in enumerate(projections(par.S)):
                m, ms = ML - Mb, MS - Msb
                if abs(m) > l or abs(ms) > 0.5:
                    continue
                orb = int(2 * (l - m) + (0 if ms > 0 else 1))
                total += (clebsch(par.L, Mb, l, m, term.L, ML)
                          * clebsch(par.S, Msb, 0.5, ms, term.S, MS)
                          * (par.comp[:, a, b] @ amplitude[:, orb]))
        return total

    shell.parents = parent_shell.terms
    for t in shell.terms:
        if True:
            t.cfp = np.array([overlap(t, p, 0, 0) for p in shell.parents])
            lowest = [overlap(t, p, 2 * t.L, int(2 * t.S)) for p in shell.parents]
        assert np.allclose(t.cfp, lowest, atol=TOL)       # independent of M_L, M_S
        assert abs(np.sum(t.cfp ** 2) - 1) < TOL          # the expansion is complete


# ---------- derived formulas ----------
def parent_terms(shell, bra, ket, k, with_spin):
    """Rows (parent name, c, c', orbital phase, orbital 6j, spin phase, spin 6j, value)."""
    rows, l = [], shell.l
    if not with_spin and bra.S != ket.S:
        return rows
    for par, c, cp in zip(shell.parents, bra.cfp, ket.cfp):
        if abs(c * cp) < 1e-12:
            continue
        phase = sign(par.L + l + bra.L + k)
        six = sixj(l, bra.L, par.L, ket.L, l, k)
        value = (shell.N * np.sqrt((2 * bra.L + 1) * (2 * ket.L + 1))
                 * c * cp * phase * six)
        sphase, ssix = 1, 1.0
        if with_spin:
            sphase = sign(par.S + 0.5 + bra.S + 1)
            ssix = sixj(0.5, bra.S, par.S, ket.S, 0.5, 1)
            value *= (np.sqrt(1.5 * (2 * bra.S + 1) * (2 * ket.S + 1))
                      * sphase * ssix)
        rows.append((par.name, c, cp, phase, six, sphase, ssix, value))
    return rows


def reduced(shell, bra, ket, k, with_spin):
    return sum(row[-1] for row in parent_terms(shell, bra, ket, k, with_spin))


# ---------- reference: reduced elements from determinants ----------
def direct_tables(shell, k):
    terms, l = shell.terms, shell.l
    n = len(terms)
    U, V = np.zeros((n, n)), np.zeros((n, n))
    for q in range(-k, k + 1):
        u = we_factor(l, k, l, q)
        operator = one_body(np.kron(u, np.eye(2)), shell.dets, shell.index)
        for b, ket in enumerate(terms):
            moved = np.tensordot(operator, ket.comp, (1, 0))
            for a, bra in enumerate(terms):
                block = np.tensordot(bra.comp, moved, (0, 0))
                if bra.S != ket.S:
                    assert np.max(abs(block)) < TOL       # U^k cannot change the spin
                else:
                    U[a, b] += np.sum(block[:, 0, :, 0] * we_factor(bra.L, k, ket.L, q))
        for p in (-1, 0, 1):
            operator = one_body(np.kron(u, SPIN[p]), shell.dets, shell.index)
            for b, ket in enumerate(terms):
                moved = np.tensordot(operator, ket.comp, (1, 0))
                for a, bra in enumerate(terms):
                    block = np.tensordot(bra.comp, moved, (0, 0))
                    V[a, b] += np.einsum('ijab,ia,jb->', block,
                                         we_factor(bra.L, k, ket.L, q),
                                         we_factor(bra.S, 1, ket.S, p))
    return U, V


def spin_orbit_matrices(shell, J):
    """Matrix of sum_i s(i).l(i) at total J: from V^(11), and from determinants."""
    l = shell.l
    terms = [t for t in shell.terms if abs(t.L - t.S) <= J <= t.L + t.S]
    scale = np.sqrt(l * (l + 1) * (2 * l + 1))
    formula = np.array([[sign(y.S + x.L + J) * sixj(x.S, x.L, J, y.L, y.S, 1) * scale
                         * reduced(shell, x, y, 1, True) for y in terms] for x in terms])
    lz, lp, lm = angular_matrices(l)
    h = np.kron(lz, SZ) + 0.5 * (np.kron(lp, SM) + np.kron(lm, SP))
    operator = one_body(h, shell.dets, shell.index)
    states = []
    for t in terms:
        weight = np.array([[clebsch(t.S, ms, t.L, m, J, J) for ms in projections(t.S)]
                           for m in projections(t.L)])
        states.append(np.einsum('dij,ij->d', t.comp, weight))
    states = np.array(states)
    return terms, formula, states @ operator @ states.T, np.linalg.eigvalsh(h)


# ---------- run all comparisons ----------
shells, report = {}, []
for l in (1, 2):
    for N in (1, 2, 3):
        shells[l, N] = build_shell(l, N)
        if N > 1:
            add_parentage(shells[l, N], shells[l, N - 1])

direct_store = {}
for l, N in ((1, 2), (1, 3), (2, 2), (2, 3)):
    shell = shells[l, N]
    worst, nonzero = 0.0, 0
    for k in range(2 * l + 1):
        U, V = direct_tables(shell, k)
        direct_store[l, N, k] = (U, V)
        for with_spin, table in ((False, U), (True, V)):
            formula = np.array([[reduced(shell, x, y, k, with_spin)
                                 for y in shell.terms] for x in shell.terms])
            worst = max(worst, np.max(abs(formula - table)))
            nonzero += int(np.sum(abs(table) > 1e-8))
    assert worst < TOL and nonzero > 0
    report.append((f"{'spd'[l]}^{N}", len(shell.terms), nonzero, worst))
    # limits: electron number, total L and total S
    for x, y in product(shell.terms, repeat=2):
        same = 1.0 if x is y else 0.0
        u0 = N * np.sqrt((2 * x.L + 1) / (2 * l + 1))
        u1 = np.sqrt(x.L * (x.L + 1) * (2 * x.L + 1) / (l * (l + 1) * (2 * l + 1)))
        v0 = np.sqrt(x.S * (x.S + 1) * (2 * x.S + 1) * (2 * x.L + 1) / (2 * l + 1))
        assert abs(reduced(shell, x, y, 0, False) - same * u0) < TOL
        assert abs(reduced(shell, x, y, 1, False) - same * u1) < TOL
        assert abs(reduced(shell, x, y, 0, True) - same * v0) < TOL

for l in (1, 2):
    shell = shells[l, 3]
    top = max(t.L + t.S for t in shell.terms)
    J = 0.5
    while J <= top:
        _, formula, direct, _ = spin_orbit_matrices(shell, J)
        assert np.allclose(formula, direct, atol=TOL)
        J += 1


# ---------- worked example: p^3 ----------
def num(x):
    return f"{round(float(x), 6) + 0.0:.6f}"


def expansion(shell, term):
    parts = []
    for c, det in zip(term.comp[:, 0, 0], shell.dets):
        if abs(c) > 1e-9:
            orbs = " ".join(f"{shell.l - a // 2}{'+-'[a % 2]}" for a in det)
            parts.append(f"{num(c)} |{orbs}|")
    return " ; ".join(parts)


print("All numbers are dimensionless (angular momenta in units of hbar)")
print("Shell, number of terms, nonzero elements compared, largest deviation:")
for name, count, nonzero, worst in report:
    print(f"  {name}: {count} terms, {nonzero} elements, below 1e-9: {worst < 1e-9}")
print("Highest-weight states (M_L=L, M_S=S), orbitals written m_l and spin sign:")
for N in (2, 3):
    for t in shells[1, N].terms:
        print(f"  p^{N} {t.name}: {expansion(shells[1, N], t)}")

p3 = shells[1, 3]
term = {t.name: t for t in p3.terms}
place = {t.name: i for i, t in enumerate(p3.terms)}
print("Parentage coefficients p^3 term <- p^2 parent:")
for t in p3.terms:
    print(f"  {t.name}: " + ", ".join(f"{p.name} {num(c)}"
                                      for p, c in zip(p3.parents, t.cfp)))

for label, bra, ket, k, with_spin in (("U^2", "2D", "2P", 2, False),
                                      ("U^2", "2D", "2D", 2, False),
                                      ("V^(11)", "2D", "2P", 1, True)):
    print(f"<{bra}||{label}||{ket}> by parents:")
    for name, c, cp, ph, six, sph, ssix, val in parent_terms(
            p3, term[bra], term[ket], k, with_spin):
        spin = f", spin phase {sph:+d}, spin 6j {num(ssix)}" if with_spin else ""
        print(f"  {name}: c*c' {num(c * cp)}, phase {ph:+d}, 6j {num(six)}{spin},"
              f" term {num(val)}")
    total = reduced(p3, term[bra], term[ket], k, with_spin)
    reference = direct_store[1, 3, k][int(with_spin)][place[bra], place[ket]]
    print(f"  sum {num(total)}, from determinants {num(reference)}")

print("V^(11) in p^3, other elements:")
for bra, ket in (("4S", "2P"), ("2P", "4S"), ("2P", "2D"), ("2P", "2P"), ("2D", "2D")):
    print(f"  <{bra}||V^(11)||{ket}> = {num(reduced(p3, term[bra], term[ket], 1, True))}")

terms, matrix, _, one_electron = spin_orbit_matrices(p3, 1.5)
low, high = one_electron[0], one_electron[-1]
expected = np.array([2 * low + high, low + 2 * high, 3 * high])
values = np.linalg.eigvalsh(matrix)
assert np.allclose(values, expected, atol=TOL)
print("Matrix of sum s.l at J=3/2, order " + ", ".join(t.name for t in terms) + ":")
for row in matrix:
    print("  " + "  ".join(num(x) for x in row))
print("Its eigenvalues: " + ", ".join(num(x) for x in values))
print(f"One-electron s.l: j=1/2 {num(low)}, j=3/2 {num(high)}")
print("Sums over three electrons: " + ", ".join(num(x) for x in expected))
print("finished without a failed check")
```

Running it gives:

```
All numbers are dimensionless (angular momenta in units of hbar)
Shell, number of terms, nonzero elements compared, largest deviation:
  p^2: 3 terms, 18 elements, below 1e-9: True
  p^3: 3 terms, 18 elements, below 1e-9: True
  d^2: 5 terms, 79 elements, below 1e-9: True
  d^3: 8 terms, 317 elements, below 1e-9: True
Highest-weight states (M_L=L, M_S=S), orbitals written m_l and spin sign:
  p^2 1D: 1.000000 |1+ 1-|
  p^2 3P: 1.000000 |1+ 0+|
  p^2 1S: 0.577350 |1+ -1-| ; -0.577350 |1- -1+| ; -0.577350 |0+ 0-|
  p^3 2D: 1.000000 |1+ 1- 0+|
  p^3 2P: 0.707107 |1+ 1- -1+| ; 0.707107 |1+ 0+ 0-|
  p^3 4S: 1.000000 |1+ 0+ -1+|
Parentage coefficients p^3 term <- p^2 parent:
  2D: 1D 0.707107, 3P -0.707107, 1S 0.000000
  2P: 1D 0.527046, 3P 0.707107, 1S -0.471405
  4S: 1D 0.000000, 3P 1.000000, 1S 0.000000
<2D||U^2||2P> by parents:
  1D: c*c' 0.372678, phase -1, 6j -0.100000, term 0.433013
  3P: c*c' -0.500000, phase +1, 6j -0.223607, term 1.299038
  sum 1.732051, from determinants 1.732051
<2D||U^2||2D> by parents:
  1D: c*c' 0.500000, phase -1, 6j 0.152753, term -1.145644
  3P: c*c' 0.500000, phase +1, 6j 0.152753, term 1.145644
  sum 0.000000, from determinants 0.000000
<2D||V^(11)||2P> by parents:
  1D: c*c' 0.372678, phase +1, 6j -0.223607, spin phase +1, spin 6j 0.500000, term -1.185854
  3P: c*c' -0.500000, phase -1, 6j 0.166667, spin phase -1, spin 6j 0.166667, term -0.395285
  sum -1.581139, from determinants -1.581139
V^(11) in p^3, other elements:
  <4S||V^(11)||2P> = -1.414214
  <2P||V^(11)||4S> = -1.414214
  <2P||V^(11)||2D> = 1.581139
  <2P||V^(11)||2P> = 0.000000
  <2D||V^(11)||2D> = 0.000000
Matrix of sum s.l at J=3/2, order 2D, 2P, 4S:
  0.000000  -1.118034  0.000000
  -1.118034  0.000000  1.000000
  0.000000  1.000000  0.000000
Its eigenvalues: -1.500000, 0.000000, 1.500000
One-electron s.l: j=1/2 -1.000000, j=3/2 0.500000
Sums over three electrons: -1.500000, 0.000000, 1.500000
finished without a failed check
```
